# The Round-Trip Phase Condition for Quantum-Well States in Metal Films

## 1. The situation

A lead film ten atomic layers thick on silicon is only a few nanometres across. An electron moving perpendicular to it is turned back at the vacuum side by the work function. At the substrate side it is turned back if its energy lies in the silicon gap. It therefore crosses the film again and again, and its successive passes overlap. At which energies do they reinforce one another, and how does the answer change when one more layer is grown?

Let the film fill $0<z<d$, with the substrate at $z<0$ and vacuum at $z>d$. The interfaces are flat, the momentum parallel to them is conserved and is set to zero, and one electron moves in a fixed potential. At first that potential is constant inside the film, and energies $E$ are measured from it. With the free-electron mass $m$, the perpendicular wave number is $k=\sqrt{2mE}/\hbar>0$.

The reflection amplitudes are defined from inside the film:

- At $z=0$, the wave $e^{-ikz}$ returns as $r_Se^{ikz}$, with $r_S=|r_S|e^{i\phi_S}$.
- At $z=d$, the wave $e^{ik(z-d)}$ returns as $r_Ve^{-ik(z-d)}$, with $r_V=|r_V|e^{i\phi_V}$.

## 2. One round trip, then all of them

Start with $Ae^{ikz}$. At $z=d$ its amplitude is $Ae^{ikd}$, so the reflected wave is

$$r_VAe^{ikd}e^{-ik(z-d)}=r_VAe^{2ikd}e^{-ikz}.$$

Reflection at $z=0$ turns this into $r_Sr_VAe^{2ikd}e^{ikz}$. One round trip thus multiplies the wave by

$$\rho=r_Sr_Ve^{2ikd}=Re^{i\Phi},\qquad R=|r_Sr_V|,\qquad \Phi=2kd+\phi_S+\phi_V .$$

Each pass has the phase of the previous one if and only if $\Phi$ is a multiple of $2\pi$:

$$\boxed{\,2kd+\phi_S+\phi_V=2\pi n,\qquad n\ \text{an integer}\,}$$

Suppose a wave enters from the substrate and its first pass has amplitude $t$. For $R<1$ the passes form a geometric series, $A=t(1+\rho+\rho^2+\dots)=t/(1-\rho)$. Its denominator has the squared modulus

$$|1-Re^{i\Phi}|^2=1-2R\cos\Phi+R^2=(1-R)^2+2R(1-\cos\Phi),$$

and $1-\cos\Phi=2\sin^2(\Phi/2)$ gives

$$|A|^2=\frac{|t|^2}{(1-R)^2+4R\sin^2(\Phi/2)} .$$

At fixed $t$ and $R>0$, this is largest where the condition holds. That is the situation when thickness is varied at fixed energy.

A stationary bound level has no incoming wave to feed it. The wave must reproduce itself, $A=\rho A$, and $A\neq0$ requires $\rho=1$. This means $\Phi=2\pi n$ and also $R=1$. Since neither reflection amplitude exceeds one in modulus, both reflections must be total. If one of them leaks, the condition marks a resonance, not a bound level.

## 3. The phases belong to chosen planes

A phase has no meaning until its plane is named. Move the vacuum plane inward by $s$ and write $y=z-(d-s)$, so that $z-d=y-s$. Then

$$e^{ik(z-d)}+r_Ve^{-ik(z-d)}=e^{-iks}\left[e^{iky}+r_Ve^{2iks}e^{-iky}\right].$$

The new phase is $\phi_V+2ks$ and the new thickness is $d-s$. The changes $+2ks$ and $-2ks$ cancel in $\Phi$. Thickness and phases must therefore be quoted for the same planes.

## 4. Phases for total reflection

Let the decaying solution outside have the real logarithmic derivative $L=\psi'/\psi$ at $z=d$. Continuity of $\psi$ and $\psi'$ gives

$$ik\,\frac{1-r_V}{1+r_V}=L\quad\Rightarrow\quad r_V=\frac{ik-L}{ik+L}=\frac{k+iL}{k-iL},$$

where the last form follows on multiplying numerator and denominator by $-i$. Numerator and denominator are complex conjugates, so $|r_V|=1$ and $\phi_V=2\arctan(L/k)$.

For a step of height $U>E$ the outside wave is $e^{-\kappa(z-d)}$ with $\kappa=\sqrt{2m(U-E)}/\hbar$. Hence $L=-\kappa$ and

$$\phi=-2\arctan\frac{\kappa}{k}=-2\arctan\sqrt{\frac{U-E}{E}} .$$

By mirror symmetry the same formula holds at the substrate with its own step. Both phases lie between $-\pi$ and $0$.

**What $n$ counts.** The wave in the film is

$$e^{-ikz}+e^{i\phi_S}e^{ikz}=2e^{i\phi_S/2}\cos(kz+\phi_S/2).$$

The argument of the cosine starts at $\phi_S/2$, between $-\pi/2$ and $0$. By the phase condition it ends at $kd+\phi_S/2=n\pi-\phi_V/2$, between $n\pi$ and $n\pi+\pi/2$. On the way it passes the zeros at $\pi/2,3\pi/2,\dots$, which are $n$ in number. The exponentials outside add none, so $n=0,1,2,\dots$ is the number of nodes.

**High walls.** For $\kappa\to\infty$ both phases become $-\pi$, and the condition reduces to $kd=(n+1)\pi$. For large but finite $\kappa$, the identity $\arctan(\kappa/k)=\pi/2-\arctan(k/\kappa)$ gives $\phi\approx-\pi+2k/\kappa$, so that

$$k\left(d+\frac1{\kappa_S}+\frac1{\kappa_V}\right)\approx(n+1)\pi .$$

The film acts as if it were thicker by the two decay lengths. This needs $k\ll\kappa$ on both sides, which fails near the Fermi level in the example below.

## 5. Level spacing

The phases depend on $E$, so the condition is an implicit equation for the levels. To see how many solutions it has, differentiate $\Phi$. Since $k\propto\sqrt E$, the first term gives $2d\,dk/dE=kd/E$. For a step, set $y=\sqrt{U/E-1}$. Then $1+y^2=U/E$ and $dy/dE=-U/(2E^2y)$, and therefore

$$\frac{d\phi}{dE}=-\frac{2}{1+y^2}\frac{dy}{dE}=\frac{2E}{U}\,\frac{U}{2E^2y}=\frac1{Ey}=\frac1{\sqrt{E(U-E)}} .$$

With step heights $U_S$ and $U_V$,

$$\Phi'\equiv\frac{d\Phi}{dE}=\frac{kd}{E}+\frac1{\sqrt{E(U_S-E)}}+\frac1{\sqrt{E(U_V-E)}}>0 .$$

Because $\Phi$ rises steadily, each $n$ has at most one bound level. Neighbouring levels differ by $2\pi$ in $\Phi$, so their spacing is approximately $2\pi/\Phi'$, with the slope taken midway between them.

## 6. Ten layers: the numbers

The parameters are rough values in the regime of Pb(111) on Si(111): layer spacing $a=0.286$ nm, Fermi energy $E_F=9.5$ eV above the band bottom, and work function 4.2 eV. The substrate is represented by a step 0.8 eV above the Fermi level. Thus $d=2.860$ nm, $U_S=10.3$ eV and $U_V=13.7$ eV. The digits below are kept so that the arithmetic can be followed; they do not express knowledge of real lead.

The highest occupied level has $n=14$ and $E=9.3826$ eV, where $k=15.6928\ \mathrm{nm^{-1}}$. The three phases are

$$2kd=2(15.6928)(2.860)=89.763,$$

$$\phi_S=-2\arctan\sqrt{\frac{0.9174}{9.3826}}=-0.606,\qquad \phi_V=-2\arctan\sqrt{\frac{4.3174}{9.3826}}=-1.192 .$$

Their sum is $87.965=14(2\pi)$ rad. The level lies 0.12 eV below the Fermi level.

Hard walls would put the $n=14$ level 0.84 eV above the Fermi level. The difference of 0.96 eV is most of a level spacing, so the phases decide whether this level is occupied.

The slope at the level is $\Phi'=4.784+0.341+0.157=5.28$ rad/eV. The film thickness supplies most of it, and the two interfaces supply the rest. The next lower level is 1.169 eV away, while the midpoint-slope estimate is 1.171 eV. Diagonalizing the same step potential on a fine grid reproduces the bound levels to within 0.05 meV.

## 7. Adding layers

Hold the energy fixed. The reflection phases are then fixed too, and $\Phi$ grows by $2\pi$ when

$$2k\,\Delta d=2\pi\quad\Rightarrow\quad\Delta d=\frac{\pi}{k} .$$

At the Fermi level $k_F=15.79\ \mathrm{nm^{-1}}$ and the period is 0.199 nm. This is shorter than one layer, and a film grows in whole layers.

Each level is the bottom of a subband of states with parallel motion. With $E_F$ held fixed, the occupied subbands are those with $2\pi n\le\Phi(E_F)$. One more layer raises $\Phi(E_F)/2\pi$ by

$$\frac{k_Fa}{\pi}=1.4375=\frac32-\delta,\qquad\delta=0.0625 .$$

The number of occupied subbands therefore grows by 1 or 2 per layer. Two layers add 2.875 to $\Phi(E_F)/2\pi$, hence 2 or 3 subbands, so two 2s never follow each other. Three layers add 4.3125, hence at least 4 subbands, so three 1s never follow each other. The sequence alternates 1, 2, 1, 2, except for an occasional slip 1, 1.

The distance between slips follows from counting. In $M$ layers, with $M$ large, let there be $m_1$ ones and $m_2$ twos:

$$m_1+m_2=M,\qquad m_1+2m_2=\left(\tfrac32-\delta\right)M .$$

Subtraction gives $m_2=(\frac12-\delta)M$ and then $m_1=(\frac12+\delta)M$. The excess of ones is $m_1-m_2=2\delta M$. Each slip contributes one unpaired 1, so the mean distance between slips is

$$\frac1{2\delta}=\frac1{3-2k_Fa/\pi}=8.0\ \text{layers} .$$

Diagonalization for 3 to 22 layers places the slips at 4, 11 and 20 layers. The separate distances are 7 and 9, with mean 8. An individual distance cannot be 8: the increments between two slip centres run 1, 2, 1, …, 1, which is an odd number of steps.

The highest occupied level shows the same alternation. From 7 to 10 layers it lies 1.270, 0.325, 0.859 and 0.117 eV below the Fermi level. After ten layers the slip intervenes, and the values for 11, 12 and 13 layers are 0.58, 0.97 and 0.38 eV. Before the slip the even films have the level nearer to $E_F$; after it, the odd film of 13 layers does, compared with 0.74 eV for 14 layers.

## 8. Above the substrate step

For $U_S<E<U_V$ the electron can leave into the substrate with wave number $q=\sqrt{2m(E-U_S)}/\hbar$. Matching $e^{-ikz}+r_Se^{ikz}$ to an outgoing $\tau e^{-iqz}$ gives $1+r_S=\tau$ and $k(1-r_S)=q\tau$, hence

$$r_S=\frac{k-q}{k+q},\qquad \phi_S=0 .$$

For a unit wave arriving from the substrate, the first matching, before any return from the vacuum side, gives $1+b=t$ and $q(1-b)=kt$, where $b$ is the amplitude sent back. Adding $q$ times the first equation to the second yields $t=2q/(k+q)$. The vacuum still reflects totally, so $R=r_S$, and

$$(k+q)^2|1-Re^{i\Phi}|^2=2k^2+2q^2-2(k^2-q^2)\cos\Phi=4q^2\cos^2\tfrac\Phi2+4k^2\sin^2\tfrac\Phi2 .$$

With $k^2-q^2=2mU_S/\hbar^2$ and $w=E-U_S$, the intensity becomes

$$|A|^2=\frac{q^2}{q^2\cos^2(\Phi/2)+k^2\sin^2(\Phi/2)}=\frac{w}{w+U_S\sin^2(\Phi/2)} .$$

It reaches its maximum, 1, at the phase condition. The spectral weight of this forward wave also counts the arriving waves per unit energy, which is proportional to $dq/dE\propto1/q\propto w^{-1/2}$. Near the resonance energy $E_n$ put $\varepsilon=E-E_n$ and $\sin^2(\Phi/2)\approx(\Phi'\varepsilon/2)^2$. The quantity to maximize is then

$$\tfrac12\ln w-\ln\!\left(w+\tfrac14U_S\Phi'^2\varepsilon^2\right).$$

Set its derivative to zero and drop $\varepsilon^2$ beside $w$:

$$\frac1{2w}=\frac{1+\frac12U_S\Phi'^2\varepsilon}{w}\quad\Rightarrow\quad\varepsilon\approx-\frac1{U_S\Phi'^2} .$$

For ten layers the $n=16$ resonance lies 2.44 eV above the Fermi level, with $r_S=0.46$. The shift is $-4.9$ meV, both from this formula and from direct matching at the two interfaces. It is negligible here, but it shows that a spectral peak and the phase condition need not coincide when the reflection leaks. The full density of states, in the film or at its surface, also depends on the standing-wave pattern, so its peak shifts by a somewhat different amount.

## 9. A film made of atoms

Now let the potential inside the film be periodic, with $d=Na$. At an energy inside a band, the plane waves are replaced by Bloch waves $\psi_\pm$ with $\psi_\pm(z+a)=e^{\pm ika}\psi_\pm(z)$. Define the reflection amplitudes as before, with $\psi_\pm$ in place of $e^{\pm ikz}$. Crossing $N$ cells in either direction multiplies the wave by $e^{ikNa}$, so the argument of Section 2 gives

$$r_Sr_Ve^{2ikNa}=1 .$$

The condition survives, with $k$ the Bloch wave number and with phases that now depend on the lattice potential. Replacing $k$ by $k+2\pi/a$ adds $4\pi N$ to the total phase. This changes $n$ by $2N$ and leaves the energies alone.

## 10. How far the example can be trusted

Each entry below changes one thing and keeps $n=14$, ten layers and the other parameters fixed.

- **Vacuum barrier.** Replace the step by $U_V-C/(x+C/U_V)$, where $x$ is the distance outside the film and $C=e^2/(16\pi\varepsilon_0)$. This barrier has the image-potential tail. The level moves by $-0.20$ eV.
- **Lattice.** A potential $V_0\cos(2\pi z/a)$ in the film, with trial amplitude $V_0=2$ eV and therefore with maxima at both interfaces, moves it by $+0.15$ eV. The shift depends on where the maxima lie: with minima at both interfaces it is only $+0.04$ eV.
- **Film mass.** A mass 10% larger inside the film, with $\psi$ and $\psi'$ divided by the local mass continuous at the interfaces, moves it by $-0.77$ eV. Here $E_F$ stays 9.5 eV above the band bottom, so $k_F$ grows by about 5% and the electron density changes. If $k_F$ is held fixed instead, with $E_F=9.5/1.1$ eV and the steps kept at the same heights above $E_F$, the level moves by only about $+0.04$ eV relative to $E_F$.
- **Substrate phase.** An error of $+1$ rad moves it by $-0.19$ eV, close to $-1/\Phi'$.

Scattering weakens the interference itself. If the intensity falls as $e^{-s/\ell}$ along a path $s$, the amplitude after a path $2d$ is reduced by $R=e^{-d/\ell}$. The intensity of Section 2 is halved where $4R\sin^2(\Phi/2)=(1-R)^2$, so the full width in phase is $4\arcsin[(1-R)/(2\sqrt R)]$. With a rough $\ell=5$ nm at 300 K, $R=0.56$ and the width is $1.18/5.28=0.22$ eV. This is about a fifth of the level spacing, so the levels remain separate but are not sharp. The thermal energy, $k_BT=0.026$ eV, is smaller.

Set beside real Pb on Si(111), the model has the right scale of layer spacing, Fermi energy and work function, but its substrate is crude. On a (111) surface the silicon conduction minima lie at nonzero parallel momentum, so at zero parallel momentum electrons begin to leak at a higher energy than the 0.8 eV step suggests. Silicon also has a valence band, whose edge lies about 0.3 eV below the Fermi level if the gap is taken as roughly 1.1 eV. Levels below that edge can leak. Of the highest occupied levels for 5 to 14 layers, the ten-layer one lies above it. Those for 8 and 13 layers, 0.325 and 0.384 eV below the Fermi level, are too close to this rough edge to be placed on either side. The others lie below it and would be resonances wherever the substrate offers states of matching symmetry and parallel momentum. The largest of the shifts listed, in the film-mass entry, comes from the change of $k_F$: a Fermi wave number about 5% larger moves the level by two thirds of a spacing relative to $E_F$. The barrier shape alone moves it by more than its distance from $E_F$. The position 0.12 eV below $E_F$ is therefore not a prediction for lead.

The slip distance is delicate too, since it depends on the small difference between $2k_Fa/\pi$ and 3: $E_F=9.4$ or $9.6$ eV gives about 7.1 or 9.1 layers in place of 8.0. The positions of individual slips also rest on holding $E_F$ fixed: in a film kept neutral the Fermi level shifts slightly with thickness, which can move a slip when a level lies close to $E_F$. This happens in the example: keeping the bulk electron density in the same step model raises $E_F$ by about 0.05 eV at ten layers and moves the slip at 11 layers to 13. Finally, the subband count does not say which thickness is stable. That requires the total energy of the film, including charge rearrangement and strain, which the phase condition does not supply. The values for the model with fixed $E_F$ are in the numerical output below.

## Calculated quantities

```
INPUTS (rough, Pb(111) on Si(111) regime)
layer spacing: 0.286 nm
layers: 10, thickness: 2.860 nm
Fermi energy above band bottom: 9.50 eV
work function: 4.20 eV
substrate step above Fermi level: 0.80 eV
HIGHEST OCCUPIED LEVEL, TEN LAYERS
node number n: 14
energy above band bottom: 9.3826 eV
energy from Fermi level: -0.1174 eV
k: 15.6928 1/nm
2kd: 89.7628 rad
substrate phase: -0.6061 rad
vacuum phase: -1.1921 rad
total phase / 2 pi: 14.000000
phase slope: 5.281 rad/eV
same n, hard walls, from Fermi level: 0.844 eV
spacing to next lower level: 1.169 eV
spacing from phase slope: 1.171 eV
largest level difference from grid: 0.046 meV
THICKNESS PATTERN
Fermi wave number: 15.791 1/nm
thickness period at Fermi level: 0.1990 nm
new subbands per layer, mean: 1.4375
layers: occupied subbands, top level from Fermi level
  5: 7, -1.952 eV
  6: 9, -0.649 eV
  7: 10, -1.270 eV
  8: 12, -0.325 eV
  9: 13, -0.859 eV
  10: 15, -0.117 eV
  11: 16, -0.582 eV
  12: 17, -0.969 eV
  13: 19, -0.384 eV
  14: 20, -0.735 eV
increments from 3 to 22 layers: 1 1 2 1 2 1 2 1 1 2 1 2 1 2 1 2 1 1 2
slips centred at layers: 4 11 20
slip distance: formula 8.00, grid 8.00 layers
LEAKY RESONANCE, TEN LAYERS
n: 16, energy from Fermi level: 2.441 eV
substrate reflection amplitude: 0.459
density-of-states peak shift: -4.88 meV
peak shift from formula: -4.88 meV
NEGLECTED EFFECTS ON THE HIGHEST OCCUPIED LEVEL
image barrier, level shift: -0.202 eV
lattice potential, amplitude: 2.0 eV
lattice potential, level shift: 0.147 eV
film mass 1.1 m_e, level shift: -0.771 eV
substrate phase +1 rad, level shift: -0.189 eV
thermal energy kT at 300 K: 0.0259 eV
mean free path at 300 K (rough): 5.0 nm
round-trip amplitude factor: 0.564
scattering width: 0.223 eV
substrate gap (rough): 1.1 eV
valence edge from Fermi level: -0.30 eV
```
